# Threshold of space-charge-limited secondary emission at a floating wall

An insulating wall in a plasma charges negatively until it draws no net current. Electrons that strike it release secondaries, which the sheath field drives back into the plasma. The problem is to find how much emission this field can survive.

**The model.** The wall is plane and absorbing, and the sheath is collisionless and steady. Singly charged ions, all with the same speed, enter at the sheath edge with kinetic energy \(\varepsilon T\), where \(T\) is the electron temperature as an energy. Primary electrons follow the full Boltzmann law. Secondaries start from rest at the wall, cross the sheath and do not return. Their flux is \(\gamma\) times the primary flux at the wall, so \(\gamma\) is a yield averaged over the arriving electrons.

The algebra uses atomic units: the electron has mass and charge magnitude 1, \(M\) is the ion-to-electron mass ratio (the inverse of \(m/M\) in ordinary units), and Poisson's equation carries a factor \(4\pi\). The potential \(\phi\) is zero at the edge. Let \(\psi=-\phi/T\), which rises from 0 at the edge to \(\psi_w\) at the wall. Densities are divided by the ion density \(n_0\) at the edge, and \(x\), directed towards the wall, is measured in Debye lengths \(\lambda=\sqrt{T/4\pi n_0}\).

## (a) Find the three densities as functions of \(\psi\).

**Solution.** An ion gains energy \(\psi T\) in falling to \(\psi\), so \(Mv^2/2=(\varepsilon+\psi)T\). The ion flux is constant, hence the density varies as \(1/v\):
\[
n_i=\left(1+\frac{\psi}{\varepsilon}\right)^{-1/2}.
\]

Primaries are repelled, and \(n_p=Ne^{-\psi}\) with \(N\) still unknown. Their flux into the wall is the one-way flux of a Maxwellian:
\[
\Gamma_p=n_0Ne^{-\psi_w}\int_0^\infty \frac{v\,e^{-v^2/2T}}{\sqrt{2\pi T}}\,dv
=n_0Ne^{-\psi_w}\sqrt{\frac{T}{2\pi}} .
\]

A secondary that started from rest has \(v^2/2=T(\psi_w-\psi)\). Its density is flux over speed:
\[
n_s=\frac{\gamma\Gamma_p}{n_0\sqrt{2T(\psi_w-\psi)}}
=\frac{\gamma Ne^{-\psi_w}}{\sqrt{4\pi(\psi_w-\psi)}} .
\]
At the edge this equals \(s=Na\), where
\[
a=\frac{\gamma e^{-\psi_w}}{\sqrt{4\pi\psi_w}} .
\]
Neutrality at the edge requires \(N+s=1\), so
\[
N=\frac{1}{1+a},\qquad s=\frac{a}{1+a},\qquad
n_s=s\sqrt{\frac{\psi_w}{\psi_w-\psi}} .
\]
The secondary density diverges at the wall, because the electrons leave with zero speed. The divergence is integrable.

## (b) Impose zero net current. What does it give for weak emission?

**Solution.** The net electron flux into the wall must equal the ion flux: \((1-\gamma)\Gamma_p=\Gamma_i\), with \(\Gamma_i=n_0\sqrt{2\varepsilon T/M}\). Inserting \(\Gamma_p\) and dividing by \(n_0Ne^{-\psi_w}\sqrt{T/2\pi}\) gives
\[
1-\gamma=\sqrt{\frac{4\pi\varepsilon}{M}}\;e^{\psi_w}(1+a). \tag{1}
\]
When few secondaries are present at the edge, \(a\) is negligible and, as part (c) shows, \(\varepsilon=1/2\). Taking the logarithm,
\[
\psi_w\simeq\tfrac12\ln\frac{M}{2\pi}+\ln(1-\gamma). \tag{2}
\]
The second term is negative. Emission cancels part of the arriving electron current, so a smaller potential drop suffices to balance the ions.

## (c) Which ion energy lets the sheath begin?

**Solution.** In the scaled variables Poisson's equation is
\[
\psi''=\rho(\psi)=n_i-n_p-n_s .
\]
Near the edge, \((1+y)^{-1/2}=1-y/2+3y^2/8-\dots\) for the ions, and the same series with \(y=-\psi/\psi_w\) for the secondaries. The constant terms cancel by neutrality, leaving
\[
\rho=c\,\psi+\tfrac12\kappa\psi^2+\dots,
\]
\[
c=-\frac1{2\varepsilon}+N-\frac{s}{2\psi_w},\qquad
\kappa=\frac{3}{4\varepsilon^2}-N-\frac{3s}{4\psi_w^2}.
\]
Multiplying Poisson's equation by \(\psi'\) and integrating from the edge, where \(\psi'=0\), gives \(\psi'^2=c\psi^2+\kappa\psi^3/3+\dots\). A real slope requires \(c\ge0\), which sets a minimum ion energy. The model takes the equality: the quasi-neutral plasma accelerates the ions just until a sheath can form. With \(N=1-s\),
\[
\frac1{2\varepsilon}=1-s\left(1+\frac1{2\psi_w}\right). \tag{3}
\]
Without secondaries this is the Bohm value \(\varepsilon=1/2\). Secondaries raise it for two reasons. They replace some of the Boltzmann electrons, whose density falls with \(\psi\), and their own density grows towards the wall. The ion density must then fall more slowly, which requires faster ions.

At equality the cubic term decides, and \(\kappa\) must be positive. Then \(\psi'=\sqrt{\kappa/3}\,\psi^{3/2}\), which integrates to \(\psi=12/(\kappa x^2)\), with \(x\) measured from a suitable origin. The sheath has a long algebraic tail, so a width has meaning only between stated values of \(\psi\).

## (d) Find the electric field at the wall.

**Solution.** Integrate \(\psi'\psi''=\rho\,\psi'\) from edge to wall. The three contributions are
\[
\int_0^{\psi_w}\! n_i\,d\psi=2\varepsilon\left(\sqrt{1+\frac{\psi_w}{\varepsilon}}-1\right),
\]
\[
\int_0^{\psi_w}\! n_p\,d\psi=(1-s)(1-e^{-\psi_w}),
\]
\[
\int_0^{\psi_w}\! n_s\,d\psi=s\sqrt{\psi_w}\cdot2\sqrt{\psi_w}=2s\psi_w .
\]
Therefore \(W\equiv\psi_w'^2/2\) is
\[
W=2\varepsilon\left(\sqrt{1+\frac{\psi_w}{\varepsilon}}-1\right)-(1-s)(1-e^{-\psi_w})-2s\psi_w. \tag{4}
\]
The field is \(T\psi'/\lambda\) and points into the wall. It pulls ions in and pushes secondaries out. Ions in the sheath strengthen it at the wall, and both kinds of electrons weaken it.

## (e) At what yield does the wall field vanish when the ions are heavy?

**Solution.** Set \(W=0\). If \(\psi_w\) and \(\varepsilon\) stay finite as \(M\) grows, the right side of (1) tends to zero, so \(\gamma\to1\). In that limit \(a=e^{-\psi_w}/\sqrt{4\pi\psi_w}\). Then \(s\) and, through (3), \(\varepsilon\) depend on \(\psi_w\) alone, and \(W=0\) is one equation for one pure number. Its numerical root is \(\psi_w=1.0253\), which can be verified by hand:
\[
a=\frac{0.3587}{3.589}=0.0999,\qquad s=\frac{0.0999}{1.0999}\simeq0.0909,
\]
\[
\frac1{2\varepsilon}=1-0.0909\times1.488\simeq0.865,\qquad \varepsilon=0.5781 .
\]
The ion term in (4) is \(1.1562\times(1.6654-1)=0.769\). The primaries contribute \(0.583\) and the secondaries \(0.186\), which together balance it.

Equation (1) now gives the coefficient of \(M^{-1/2}\):
\[
A=\sqrt{4\pi\varepsilon}\,e^{\psi_w}(1+a)=2.695\times2.788\times1.100=8.27 .
\]

For finite \(M\), put \(\delta=1-\gamma\). The quantities \(a\), \(\psi_w\) and \(\varepsilon\) fixed by \(W=0\) vary smoothly with \(\delta\) near zero, so (1) reads \(\delta=M^{-1/2}[A+O(\delta)]\). Since \(\delta\) is itself of order \(M^{-1/2}\), the threshold in ordinary units is
\[
\boxed{\;\gamma_c=1-8.27\sqrt{\frac mM}+O\!\left(\frac mM\right)\;} \tag{5}
\]
To two figures the coefficient is 8.3.

Solving (1), (3) and \(W=0\) together without the expansion shows the size of the remainder. For an ion of 1 u the full threshold is 0.8229, against 0.8064 from (5). For 40 u the values are 0.9698 and 0.9694. The difference falls from 0.0165 to 0.0004, about the factor of 40 expected of a term in \(m/M\).

The square root has a simple origin. At threshold the potential drop is about one electron temperature whatever the ion mass, so the primary flux is of order \(n_0\sqrt T\). The ion flux is smaller by a factor of order \(M^{-1/2}\), and the secondaries must return all but that small part of the primary flux.

## (f) Is this the first zero of the field, and what happens beyond it?

**Solution.** Start at \(\gamma=0\), where \(\varepsilon=1/2\), \(s=0\) and
\[
W=\sqrt{1+2\psi_w}-2+e^{-\psi_w}>0 .
\]
The sign follows because \(W\) vanishes at \(\psi_w=0\) and its derivative, \((1+2\psi_w)^{-1/2}-e^{-\psi_w}\), is positive for \(\psi_w>0\), since \(e^{2\psi_w}>1+2\psi_w\).

For larger yields, follow the solution of (1) and (3) continuously. With an ion mass of 40 u, \(T=20\) eV and \(n_0=10^{17}\) m\(^{-3}\), the results are:

| \(\gamma\) | wall drop (eV) | wall field (kV/cm) |
|---|---|---|
| 0 | 93.6 | 2.98 |
| 0.5 | 79.7 | 2.70 |
| 0.8 | 61.2 | 2.23 |
| 0.9 | 47.0 | 1.77 |
| 0.95 | 32.3 | 1.12 |
| 0.965 | 24.1 | 0.59 |

Equation (2) accounts for most of the change in the drop. At \(\gamma=0.9\) it gives \(20\times(4.680-2.303)=47.5\) eV. The field falls slowly at first and steeply near the threshold.

That the zero at \(\gamma_c\) is the first is a numerical finding for this ion mass. At 50 yields from zero to \(\gamma_c-10^{-4}\), the wall field was positive and smaller than at the preceding yield. The squared field was also positive at 30 points inside each sheath, between 10% and 99% of the wall drop.

Just above threshold, at \(\gamma=\gamma_c+0.001=0.97083\), equation (4) gives \(W=-0.0102\). A squared slope cannot be negative, so with the ion energy fixed by (3) no monotonic sheath on this branch lets all the secondaries leave. A potential minimum in front of the wall can send some of them back, and the depth needed shrinks with their energy. Any finite dip would return all strictly cold secondaries, so the statement is a limit. For emission as a half-Maxwellian of temperature \(\tau T\), as in part (h), a dip of depth \(bT\) passes the fraction \(e^{-b/\tau}\). Then \(b=\tau\ln(\gamma/\gamma_c)\), with \(\gamma_c\) the threshold for that \(\tau\), and \(b\) vanishes as \(\tau\to0\). In that limit the threshold solution, with an escaping flux of \(\gamma_c\Gamma_p\), therefore remains a possible steady state at higher yields. These equations do not show that it is stable or the only one.

The name "space-charge-limited" can be checked from the profile at threshold. Let \(u=\psi_w-\psi\), and let \(d\) be the distance from the wall in Debye lengths. Close to the wall the secondary density dominates, and integrating from the zero of the field gives
\[
\frac12\left(\frac{du}{dd}\right)^2\simeq\int_0^u s\sqrt{\frac{\psi_w}{u'}}\,du'=2s\sqrt{\psi_w u}.
\]
Hence \(u^{-1/4}du=2\sqrt s\,\psi_w^{1/4}dd\), and a second integration gives \(\tfrac43u^{3/4}=2\sqrt s\,\psi_w^{1/4}d\). Squaring,
\[
u^{3/2}=\tfrac94\,s\sqrt{\psi_w}\,d^2 .
\]
The secondary flux is \(\Gamma_s=n_0s\sqrt{2T\psi_w}\). With \(U=Tu\), \(D=\lambda d\) and \(\lambda^2=T/4\pi n_0\), the last relation becomes
\[
\Gamma_s=\frac{4n_0\sqrt{2T}}{9}\frac{u^{3/2}}{d^2}=\frac{\sqrt2}{9\pi}\frac{U^{3/2}}{D^2}.
\]
This is the Child–Langmuir law in atomic units. It holds here only very near the wall, where the other charges can be neglected. In the example of part (g) it gives 97% of the secondary flux at \(u=0.001\) (1.3 µm from the wall), 91% at \(u=0.01\) and 70% at \(u=0.1\). These drops are 0.02, 0.2 and 2 V, no larger than the few eV with which real secondaries leave, so this profile belongs to the cold model and not to a real wall.

## (g) Evaluate the threshold for a ceramic wall in an ion source.

Take a closed-drift ion source of the kind used for ion-beam etching and assisted deposition. Rough values are \(T=20\) eV, \(n_0=10^{17}\) m\(^{-3}\), an ion mass of 40 u as for argon, and gas at 1 mTorr and 300 K. Compare the threshold with a wall that does not emit, at fixed \(n_0\) and \(T\).

**Solution.** Here \(\sqrt{M/m}=270.0\), and (5) gives \(1-8.27/270.0=0.969\). The full solution is \(\gamma_c=0.970\), with \(\psi_w=1.0125\) and \(\varepsilon=0.5776\).

The wall drop is \(1.0125\times20=20.3\) eV, against 93.6 eV without emission. Ions strike with \((\psi_w+\varepsilon)T=31.8\) eV instead of 103.6 eV. If the ion energy was meant to come from the floating sheath, emission removes more than two thirds of it.

The Debye length is 0.105 mm. From \(\psi=0.05\), a potential drop of 1 V, to the wall the sheath is 1.38 mm wide, or about 13 Debye lengths.

The heat load moves the other way. Each arriving primary brings on average \(2T\): \(T\) from the motion along the normal, weighted by flux, and \(T/2\) from each transverse direction. The energy it spent climbing the sheath does not enter, because the distribution at the wall is still a Maxwellian of temperature \(T\). Each ion is accompanied by \(1/(1-\gamma_c)=33.1\) primaries, which carry \(33.1\times40\simeq1320\) eV.

The ion speed at the edge is \(\sqrt{2\varepsilon T/M}\simeq7.5\) km/s, so the ion flux is about \(7.5\times10^{16}\) cm\(^{-2}\)s\(^{-1}\). The loads given here count only the kinetic energy brought to the wall, not the energy released when ions are neutralised or the energy that secondaries carry away. They are about 16 W/cm\(^2\) from electrons and 0.38 W/cm\(^2\) from ions. Without emission they are 0.45 and 1.15 W/cm\(^2\). The total rises about tenfold, from 1.6 to 16 W/cm\(^2\). In a real discharge such a loss would tend to cool the electrons, so \(T\) would not stay fixed unless the power supplied rose to match.

## (h) How far do the neglected effects move the threshold?

**Solution.** *Absorbed primaries.* The Boltzmann law counts electrons returning from the wall, although the wall has absorbed them. At \(\psi\), no electron moves away from the wall faster than \(\sqrt{2T(\psi_w-\psi)}\). Cutting the Maxwellian there gives
\[
n_p=Ne^{-\psi}\,\tfrac12\left[1+\operatorname{erf}\sqrt{\psi_w-\psi}\right].
\]
With a drop of only one temperature the missing part matters. Repeating the calculation with this density gives \(A=6.65\), 20% below 8.27. In the example \(\gamma_c\) becomes 0.976 and the drop 18.1 eV. Both versions presume that the plasma replenishes the fast electrons moving towards the wall, so that the arriving flux stays Maxwellian.

*Warm secondaries.* Let them leave as a half-Maxwellian of temperature \(\tau T\). With speeds in units of \(\sqrt T\), the density per unit flux after a fall through \(u\) follows from the substitution \(w^2=v_0^2+2u\):
\[
\int_0^\infty\frac{v_0e^{-v_0^2/2\tau}}{\tau\sqrt{v_0^2+2u}}\,dv_0
=\frac{e^{u/\tau}}{\tau}\int_{\sqrt{2u}}^\infty e^{-w^2/2\tau}dw
=\sqrt{\frac{\pi}{2\tau}}\,e^{u/\tau}\operatorname{erfc}\sqrt{\frac u\tau}.
\]
This is finite at the wall and smaller than the cold value \(1/\sqrt{2u}\), so a given flux carries less space charge. For a secondary temperature of 2 eV, \(\tau=0.1\) (a mean emission energy of 4 eV), the result is \(A=6.98\), \(\gamma_c=0.974\) and a drop of 15.7 eV. With both corrections applied together, \(A=5.21\), \(\gamma_c=0.981\) and the drop is 12.4 eV.

*Emission caused by ions.* If each ion releases \(g\) electrons, the total secondary flux at threshold is still \(\gamma_c\Gamma_p\). Since \(\Gamma_i=(1-\gamma_c)\Gamma_p\), the yield needed from electron impact is
\[
\gamma_c-g(1-\gamma_c)=1-(1+g)(1-\gamma_c).
\]
For \(g=0.1\) this is 0.967 instead of 0.970.

*Collisions and magnetic field.* With a rough cross-section of \(10^{-18}\) m\(^2\), the ion mean free path is 31 mm, more than twenty sheath widths. The electron gyroradius at 20 mT is 0.53 mm for a transverse speed \(\sqrt{T/m}\), and at most 0.76 mm for a cold secondary that has crossed the sheath. Both are less than the sheath width. The one-dimensional model therefore needs a magnetic field close to the wall normal. An oblique field can turn secondaries back, an effect not sized here.

**The real case.** Many ceramics reach a yield of one at impact energies of roughly some tens of eV. The yield averaged over the arriving electrons depends strongly on the surface. At \(T=20\) eV, where the mean impact energy is 40 eV, the threshold may be within reach for surfaces at the lower end of that range. In a source with much cooler electrons the same wall may stay well below it. In a real source the fast electrons lost to the wall may be replaced slowly, and the arriving flux then falls below the Maxwellian value, an effect not sized here. Leaving out only the electrons that the wall has absorbed, as above, shifts \(\gamma_c\) by only 0.006 but lowers \(1-\gamma_c\) by about a fifth, and the number of primaries per ion rises from 33 to about 41. The ions enter somewhat more slowly (\(\varepsilon=0.532\)), and the electron heat load rises by 19%, from 15.9 to 18.9 W/cm\(^2\). The threshold yield is thus less sensitive to this change of closure than the heat load is. In a narrow channel, secondaries from one wall can also reach the other, which changes both the current balance and the edge density.

## Numbers as computed

```
HEAVY-ION LIMIT (pure numbers)
wall drop psi_w = 1.0253
ion edge energy eps = 0.5781
a = 0.0999, edge secondary density s = 0.0909
coefficient A = 8.2653
THRESHOLD: ion mass (u), full solution, 1-A*sqrt(m/M)
      1  0.8229  0.8064
     40  0.9698  0.9694
    200  0.9864  0.9863
EXAMPLE INPUTS (rough)
T = 20 eV, density = 1e+17 m^-3, ion mass = 40 u
M/m = 72916, sqrt(M/m) = 270.0
Debye length = 0.105 mm
EXAMPLE AT THRESHOLD
gamma_c = 0.9698, psi_w = 1.0125, eps = 0.5776
s = 0.0899, primaries per ion = 33.1
wall drop = 20.3 eV; no emission 93.6 eV
ion impact energy = 31.8 eV; no emission 103.6 eV
width from psi = 0.05 to wall = 1.38 mm
heat, electrons = 15.86, ions = 0.38 W/cm2
no emission: electrons = 0.45, ions = 1.15 W/cm2
squared scaled wall field from Poisson run = 9.2e-09
WALL FIELD: gamma, wall drop (eV), field (kV/cm)
  0.000    93.6  2.98
  0.500    79.7  2.70
  0.800    61.2  2.23
  0.900    47.0  1.77
  0.950    32.3  1.12
  0.965    24.1  0.59
just above threshold, gamma = 0.9708: half squared scaled
  wall field = -0.0102 (impossible)
EFFECTS LEFT OUT
absorbed primaries removed: A = 6.65, gamma_c = 0.9757
  wall drop = 18.1 eV
secondaries at 2 eV: A = 6.98, gamma_c = 0.9744
  wall drop = 15.7 eV
ion-induced yield 0.1: electron yield needed = 0.9668
gas 1 mTorr, 300 K, cross-section 1e-18 m^2
  ion mean free path = 31 mm
electron gyroradius at 20 mT = 0.53 mm
```
